\section*{Magnetization jump of a fixed-density Landau-level layer at zero temperature}

\section*{Question}

Electrons of charge $-e$ and isotropic effective mass $m^*=0.19\,m_e$ move in a plane of large area $A$, in a perpendicular magnetic field $B>0$. In parts (a) to (d) they are ideal: they do not interact, have no spin and no valley index, occupy one subband, and meet no disorder. The temperature is zero in parts (a) to (e). The density $n$ per area is held fixed while $B$ is varied. The filling is $\nu=nh/(eB)$, and $B_p=nh/(ep)$ is the field at which $\nu$ equals the positive integer $p$.

\begin{enumerate}
\item[(a)] Find the energy levels and their degeneracy. Hence find the energy per electron $u$ for $p\le\nu\le p+1$.
\item[(b)] The moment per electron along the field is $m=-(\partial u/\partial B)_n$. Find its limits on the two sides of $B_p$ and the jump between them. Explain the two signs by following the electrons between levels.
\item[(c)] Relate the jump to the energy gap at full filling, without using the form of the spectrum.
\item[(d)] Evaluate the jump for $n=10^{12}\ \mathrm{cm^{-2}}$ and $p=4$.
\item[(e)] A silicon (100) inversion layer has two spin and two valley states for each orbital state. At the density and field of (d), estimate the effect of spin splitting, valley splitting and first-order exchange on the jump.
\item[(f)] Return to the ideal layer. How does a small temperature reduce the swing of $m$ around $B_p$? Judge the remaining assumptions for the silicon case.
\end{enumerate}

\section*{Model answers}

\subsection*{(a) Levels and energy}

Take the vector potential $\mathbf A=(0,Bx,0)$. The Hamiltonian is $(\mathbf p+e\mathbf A)^2/2m^*$. It does not contain $y$, so we may write $\psi=e^{iky}\phi(x)$, which gives
\begin{equation}
\left[\frac{p_x^2}{2m^*}+\frac{m^*\omega_c^2}{2}\left(x+\frac{\hbar k}{eB}\right)^2\right]\phi=E\phi,\qquad \omega_c=\frac{eB}{m^*}.
\end{equation}
This is a harmonic oscillator centred at $x=-\hbar k/(eB)$. Its energies do not depend on $k$:
\begin{equation}
E_j=\hbar\omega_c\left(j+\tfrac12\right),\qquad j=0,1,2,\dots
\end{equation}
For a sample of sides $L_x,L_y$, periodic in $y$, the values of $k$ are $2\pi/L_y$ apart and the centres are $h/(eBL_y)$ apart. The number of centres inside $L_x$ is therefore $L_xL_y\,eB/h$. Each level holds $eB/h$ electrons per area, apart from edge corrections that vanish relative to the total as the area grows. Thus $\nu$ counts the filled levels.

For $p\le\nu\le p+1$, levels $0$ to $p-1$ are full and level $p$ has occupation $\nu-p$. Since $\sum_{j=0}^{p-1}(j+\frac12)=p(p-1)/2+p/2=p^2/2$, dividing the energy per area by $n=\nu eB/h$ gives
\begin{align}
u&=\frac{\hbar\omega_c}{\nu}\left[\frac{p^2}{2}+(\nu-p)\left(p+\tfrac12\right)\right]\nonumber\\
&=\hbar\omega_c\left[p+\tfrac12-\frac{p(p+1)}{2\nu}\right].
\label{u}
\end{align}
The last term collects $p^2/2-p^2-p/2=-p(p+1)/2$. At $\nu=p$ this branch gives $u=p\hbar\omega_c/2$. The branch with $p-1$ full levels gives $\hbar\omega_c[p-\frac12-(p-1)/2]$, which is the same value, so the energy is continuous.

\subsection*{(b) The two limits}

Define $\mu^*=e\hbar/(2m^*)$, so that $\hbar\omega_c=2\mu^*B$. At fixed $n$ the inverse filling is $1/\nu=eB/(nh)$, proportional to $B$. Equation (\ref{u}) becomes
\begin{equation}
u=2\mu^*\left[\left(p+\tfrac12\right)B-\frac{p(p+1)e}{2nh}B^2\right].
\end{equation}
Differentiating, and replacing $eB/(nh)$ by $1/\nu$ again,
\begin{equation}
m=-2\mu^*\left[p+\tfrac12-\frac{p(p+1)}{\nu}\right],\qquad p<\nu<p+1.
\label{m}
\end{equation}
Just below $B_p$ the filling is slightly above $p$, and this branch applies:
\begin{equation}
m(B_p^-)=-2\mu^*\left[p+\tfrac12-(p+1)\right]=+\mu^*.
\end{equation}
Just above $B_p$ the filling is slightly below $p$. We must replace $p$ by $p-1$ in (\ref{m}) before setting $\nu=p$:
\begin{equation}
m(B_p^+)=-2\mu^*\left[p-\tfrac12-(p-1)\right]=-\mu^*.
\end{equation}
Hence, for rising field,
\begin{equation}
m(B_p^+)-m(B_p^-)=-2\mu^*=-\frac{e\hbar}{m^*}.
\label{jump}
\end{equation}
The size $e\hbar/m^*$ depends neither on $p$ nor on $n$. If $B$ is fixed and the filling is raised through $p$, the same two limits are met in the opposite order and the jump is positive. At $B_p$ itself $u$ has a cusp-shaped minimum and $m$ has no single value.

Between $B_{p+1}$ and $B_p$ the moment rises linearly in $B$ from $-\mu^*$ to $+\mu^*$, because $1/\nu$ is linear in $B$. For $B>B_1$ all electrons are in the lowest level and $m=-\mu^*$, with no further jump.

The signs come from two competing effects. With the occupations frozen, every level energy grows in proportion to $B$. At $B_p$ this contributes $-u/B_p=-p\mu^*$ to the moment. But the capacity of each level also grows with $B$, so electrons drop from the highest occupied level into lower ones, which reduces the energy.

Just below $B_p$, level $p$ holds a fraction $1-p/\nu$ of the electrons, and this fraction falls at the rate $pe/(nh)=1/B_p$. The electrons are shared equally among levels $0$ to $p-1$. Their average drop is $\hbar\omega_c[p-(p-1)/2]=\hbar\omega_c(p+1)/2$. The energy gained per unit field is thus $\hbar\omega_c(p+1)/(2B_p)=(p+1)\mu^*$, and $m=-p\mu^*+(p+1)\mu^*=+\mu^*$.

Just above $B_p$ the electrons leave level $p-1$ instead, at the rate $(p-1)/(pB_p)$. Their average drop is $\hbar\omega_c[(p-1)-(p-2)/2]=\hbar\omega_cp/2$ (for $p=1$ the rate is zero). The gain is $(p-1)\mu^*$ and $m=-\mu^*$. The jump is the sudden fall of the energy gained by transfer, per unit field, from $(p+1)\mu^*$ to $(p-1)\mu^*$.

A check that does not assume Landau levels uses electrons hopping on a square lattice closed into a torus. With 24 electrons and 12 flux quanta, two levels are full. The total energy was found by diagonalization at this and neighbouring flux values, for $24\times24$ and $32\times32$ sites. The one-sided slopes $\partial u/\partial B$, extrapolated in the inverse number of sites, are $-0.4997$ and $+0.4997$ in units of $2\mu^*$. The jump is $0.9994$ of (\ref{jump}) in size.

\subsection*{(c) The jump and the gap}

Let $U$ be the energy per area and $U_{\rm full}(B)$ its value at the density $n_p(B)=peB/h$ that fills $p$ levels. Let $E_+$ be the energy needed to add one electron to this state and $E_-$ the energy released when one is removed. To first order in the deviation from full filling,
\begin{equation}
U(n,B)=U_{\rm full}(B)+\left[n-n_p(B)\right]E_\pm(B),
\label{near}
\end{equation}
with $E_+$ for $n>n_p$ and $E_-$ for $n<n_p$. The sheet moment, that is, the moment per area, is $M=-(\partial U/\partial B)_n$. The term containing $dE_\pm/dB$ is multiplied by $n-n_p$ and vanishes in the limit of full filling. What remains is
\begin{equation}
M_\pm=-\frac{dU_{\rm full}}{dB}+\frac{pe}{h}E_\pm .
\end{equation}
The first term is common to both sides. With the gap $\Delta=E_+-E_-$ and $pe/h=n/B_p$,
\begin{equation}
M_+-M_-=\frac{pe}{h}\Delta,\qquad \frac{M_+-M_-}{n}=\frac{\Delta}{B_p}.
\label{gap}
\end{equation}
The subscript $+$ denotes higher filling, hence lower field. For the ideal layer $\Delta=\hbar\omega_c$, and (\ref{gap}) returns $e\hbar/m^*$.

This argument uses the density $peB/h$ of the full state and a linear energy cost on each side of it. It does not require equally spaced levels, or even a gap proportional to $B$. It would fail if the added electrons changed the energy by a non-analytic term as large as the linear one, or if disorder filled the gap with states.

\subsection*{(d) Numbers}

With $n=10^{16}\ \mathrm{m^{-2}}$ and $p=4$,
\begin{equation}
B_4=\frac{nh}{4e}=10.34\ \mathrm{T}.
\end{equation}
The Bohr magneton is $\mu_B=e\hbar/(2m_e)$, so the jump has size
\begin{equation}
\frac{e\hbar}{m^*}=\frac{2\mu_B}{0.19}=10.53\,\mu_B,
\end{equation}
which is $0.6093\ \mathrm{meV/T}$ or $9.762\times10^{-23}\ \mathrm{J/T}$. The moment goes from $+5.26\,\mu_B$ to $-5.26\,\mu_B$ as the field rises through $B_4$. The gap is $0.6093\times10.34=6.30$ meV, and the energy per electron is $4\hbar\omega_c/2=12.60$ meV.

The sheet moment changes by $10^{16}\times9.762\times10^{-23}=0.976\times10^{-6}$ A, or $0.976\ \mathrm{\mu A}$. Unlike the jump per electron, this is proportional to density.

At $\nu=4.5$, equation (\ref{m}) gives $m=-10.53\,\mu_B\,(4.5-20/4.5)=-0.585\,\mu_B$. The moment is small there but not zero: it is linear in $B$, and half-integer filling is not the midpoint in field between two jumps.

\subsection*{(e) Spin, valleys and exchange in silicon}

With four spin-valley states, $\nu=4$ means that the lowest orbital level is full in all four. If these states are degenerate, the gap to orbital level 1 is still $\hbar\omega_c$, and by (\ref{gap}) the jump per electron is still $10.53\,\mu_B$. It is reached with one full orbital level, where the spinless layer needs four. At $\nu=1,2,3$ the degenerate ideal layer has no gap and no jump.

Now include a spin splitting $g\mu_BB$ with $g=2$, and a valley splitting $\Delta_v=0.5$ meV, which is a rough assumed size. The highest full state is the upper spin-valley state of level 0, and the lowest empty one is the lower spin-valley state of level 1. Both splittings therefore reduce the gap:
\begin{equation}
\Delta=\hbar\omega_c-g\mu_BB_4-\Delta_v=6.30-1.20-0.50=4.60\ \mathrm{meV}.
\end{equation}
The jump, now including the spin moment, is $10.53\times4.60/6.30=7.69\,\mu_B$, or 27\% below the ideal value.

For exchange, let $\ell=\sqrt{\hbar/(eB)}$ and let $\epsilon$ be the permittivity. The interaction $e^2/(4\pi\epsilon r)$ has the planar Fourier transform $e^2/(2\epsilon q)$. To first order, an electron in level $j$ exchanges with the full level 0 of its own spin and valley. For $\mathbf q$ along $x$, the factor $e^{iqx}$ conserves $k$, so a single state of the full level contributes. The full level is rotationally invariant, so other directions of $\mathbf q$ give the same result. Hence
\begin{align}
\Sigma_j&=-\int\frac{d^2q}{(2\pi)^2}\,\frac{e^2}{2\epsilon q}\,|F_j(q)|^2
=-\frac{e^2}{4\pi\epsilon}\int_0^\infty dq\,|F_j(q)|^2,\\
F_j(q)&=\int dx\,\phi_0(x)\,e^{iqx}\phi_j(x).
\end{align}
Here $\phi_0^2$ is a normalized Gaussian proportional to $e^{-x^2/\ell^2}$, so $F_0=e^{-q^2\ell^2/4}$. Since $\phi_1=\sqrt2\,(x/\ell)\phi_0$, we have $F_1=(\sqrt2/\ell)(-i\,d/dq)F_0=(iq\ell/\sqrt2)\,e^{-q^2\ell^2/4}$. With $s=q\ell$ and $E_C=e^2/(4\pi\epsilon\ell)$,
\begin{align}
\Sigma_0&=-E_C\int_0^\infty e^{-s^2/2}ds=-\sqrt{\frac{\pi}{2}}\,E_C,\\
\Sigma_1&=-E_C\int_0^\infty\frac{s^2}{2}e^{-s^2/2}ds=-\frac12\sqrt{\frac{\pi}{2}}\,E_C .
\end{align}
The direct repulsion from the uniform full level cancels against the neutralizing background. The gap therefore grows by $\Sigma_1-\Sigma_0=0.6267\,E_C$. With $\ell=7.98$ nm and a relative permittivity of 7.8, about midway between those of silicon and its oxide, $E_C=23.1$ meV and the addition is 14.5 meV.

That is 2.3 times the cyclotron gap. Screening reduces this term strongly. If the full levels screen the interaction in static linear response, about 3.4 meV remains, roughly half the cyclotron gap; the finite thickness of the layer changes this static value little. With frequency-dependent screening in the same random-phase approximation, the addition falls to about 1.8 meV for a thin layer and 2.7 meV with finite thickness. All these values are estimates only, because $E_C/\hbar\omega_c=3.7$ shows that an expansion in the interaction is not controlled here. The value $10.53\,\mu_B$ is thus the result for an ideal layer and should not be read as a prediction for a silicon device. The splittings lower it, and exchange raises it, by roughly 30 to 55\% in the screened estimates.

\subsection*{(f) Temperature and the remaining assumptions}

Let $t=k_BT/\hbar\omega_c\ll1$. Close to full filling from above, $\nu=p+w$ with $0<w\ll1$, and we keep thermal disorder in the partly filled level $p$ alone. It adds to the free energy per area the term
\begin{equation}
\delta F=\frac{eB}{h}k_BT\left[w\ln w+(1-w)\ln(1-w)\right].
\end{equation}
At fixed density $dw/dB=-\nu/B$. The leading term of $-\partial(\delta F)/\partial B$ for small $w$ is $(e\nu/h)k_BT\ln w$. Dividing by $n=\nu eB/h$ gives $(k_BT/B)\ln w=2\mu^*t\ln w$ per electron. Expanding (\ref{m}) to first order in $w$ as well,
\begin{equation}
\frac{m}{2\mu^*}\simeq\frac12-\frac{p+1}{p}w+t\ln w .
\end{equation}
The maximum is at $w=tp/(p+1)$, where $m/(2\mu^*)=\frac12-t\{1+\ln[(p+1)/(pt)]\}$. Below full filling, let $w$ be the empty fraction of level $p-1$. For $p>1$ the same steps give
\begin{equation}
\frac{m}{2\mu^*}\simeq-\frac12+\frac{p-1}{p}w-t\ln w ,
\end{equation}
with a minimum at $w=tp/(p-1)$. Subtracting the two extrema gives the swing relative to the ideal jump:
\begin{equation}
R\simeq1-t\left[2+\ln\frac{p^2-1}{p^2t^2}\right].
\label{R}
\end{equation}
At any $T>0$ the moment is continuous. As $T\to0$ the full step returns, with a leading deficit $2t\ln(1/t)$ for $p>1$. For $p=1$ only the side of higher filling gives a logarithm, and the leading deficit is $t\ln(1/t)$.

For the ideal layer of (d), $t=0.129/6.30=0.0205$ at 1.5 K and $0.362/6.30=0.0575$ at 4.2 K. Equation (\ref{R}) gives $R=0.80$ and $0.56$. Summing over all levels at fixed density, and taking the largest minus the smallest moment for $3.5\le\nu\le4.5$, gives $0.802$ and $0.567$. For $p=4$ a temperature of 6\% of the gap thus removes over 40\% of the swing, because of the logarithm. For one full orbital level, as in silicon at $\nu=4$ with degenerate spins and valleys, the swing within half an orbital level of full filling is $0.87$ and $0.70$ at the same two temperatures. At 20 K the full sum leaves $0.038$. At 300 K, $k_BT=25.9$ meV is about four times the gap, so the zero-temperature result does not describe a transistor at room temperature.

A gate can set the density of (d) in a silicon inversion layer, as the oxide field below shows, and $0.19\,m_e$ is the isotropic in-plane mass of its lowest valleys on (100). The other conditions compare as follows.

\begin{itemize}
\item \emph{Disorder.} A mobility of $10^4\ \mathrm{cm^2/Vs}$, a rough value for a good layer when cold, gives $\hbar/\tau=0.61$ meV, where $\tau$ is the transport scattering time. This is a tenth of the cyclotron gap, but in a strong field the levels are broader than $\hbar/\tau$. For short-range disorder with correlation function $W\delta(\mathbf r)$, the golden rule at zero field gives $\hbar/\tau=m^*W/\hbar^2$, while the mean square width of a Landau level is $W/(2\pi\ell^2)=\hbar\omega_c(\hbar/\tau)/(2\pi)$. The rms width is then 0.78 meV. Take Gaussian levels with this width at $B_4$, growing as $\sqrt B$, and let the swing be the largest minus the smallest moment within half an orbital level of full filling. At zero temperature it is about 0.6 of the ideal jump for one full orbital level, as in silicon at $\nu=4$ with degenerate spins and valleys, and about 0.5 for the four full levels of the spinless layer. For one full level the smallest moment lies at the high-field end of this range, so the value depends somewhat on the range chosen.
\item \emph{One subband.} A triangular well with the mean field $en/(2\epsilon_{\rm Si})=0.077$ MV/cm puts the second subband roughly 24 meV above the first and the other valleys roughly 22 meV above it. These spacings are too large, because the electrons screen the field and the real well flattens away from the interface. A self-consistent Hartree well, with all electrons in the first subband, gives at most about 6 meV for both spacings without depletion charge, and about 14 meV with a depletion charge of $10^{11}\ \mathrm{cm^{-2}}$. In silicon at $\nu=4$ the next orbital level is 6.3 meV up. In the Hartree approximation the assumption therefore holds with that depletion charge, but not without any. The Hartree well omits exchange and correlation, which deepen it: adding them in the local-density approximation, together with the image potential, raises the second subband to roughly 13 meV without depletion charge and 18 meV with it, so for silicon at $\nu=4$ the assumption holds in both cases in that estimate. A literally spinless, single-valley layer must fill orbital level 3, which is 18.9 meV above level 0. The second subband lies lower than this in both Hartree wells, so the one-subband assumption of part (d) would fail there. Part (d) is then a result for the ideal layer only.
\item \emph{Oxide field.} The field due to the layer's charge is 0.46 MV/cm, far below a rough breakdown field of 10 MV/cm.
\end{itemize}

In silicon at low temperature, screened exchange raises the jump by roughly 30 to 55\% and disorder lowers the swing by roughly 40\% in these estimates. Neither can be neglected, and the ideal value alone does not predict what a device would show.

\section*{Values computed for the example and the checks}
\begin{verbatim}
effective mass ratio: 0.19
density: 1.00e+12 cm^-2
full levels p: 4
field B_p: 10.339 T
cyclotron gap at B_p: 6.300 meV
energy per electron at B_p: 12.599 meV
moment just below B_p: +5.2632 mu_B
moment just above B_p: -5.2632 mu_B
moment at filling 4.5: -0.5848 mu_B
JUMP SIZE per electron: 10.5263 mu_B
jump size per electron: 0.6093 meV/T
jump size per electron: 9.7621e-23 J/T
jump of sheet moment: 0.9762 uA
lattice slope below (unit 2 mu*): -0.4997
lattice slope above (unit 2 mu*): +0.4997
lattice jump / formula: 0.9994
-- neglected effects, rough silicon (100) parameters --
g factor used: 2.0
Zeeman splitting: 1.197 meV
valley splitting assumed: 0.50 meV
gap with both splittings: 4.603 meV
jump with both splittings: 7.691 mu_B
magnetic length: 7.979 nm
mean relative permittivity: 7.80
Coulomb energy at magnetic length: 23.14 meV
exchange integrals 00, 01: 1.2533, 0.6267
unscreened exchange addition to gap: 14.50 meV
exchange addition / cyclotron gap: 2.30
T = 1.5 K: kT = 0.129 meV, swing/ideal jump = 0.802
T = 4.2 K: kT = 0.362 meV, swing/ideal jump = 0.567
T = 20.0 K: kT = 1.723 meV, swing/ideal jump = 0.038
kT at 300 K: 25.85 meV
mobility assumed: 10000 cm2/Vs
collision broadening hbar/tau: 0.609 meV
mean well field: 0.0773 MV/cm
second subband above first: 23.71 meV
other valleys above first subband: 21.84 meV
spinless level 4 above level 0: 25.20 meV
oxide field: 0.464 MV/cm
\end{verbatim}
